# Why the exponent in Ziman's specularity parameter has π², not π³

**Question**

For boundary scattering in thin metal films I keep meeting Ziman's specularity parameter written as $p=\exp(-16\pi^3\eta^2/\lambda^2)$, with $\eta$ the rms roughness and $\lambda$ the electron wavelength. My own phase estimate gives $\pi^2$, not $\pi^3$. Is the extra $\pi$ a convention about $\eta$, or a correction I am missing? How much does it change a film conductivity?

**Answer**

With $\eta$ the rms roughness, the $\pi^3$ is an error. For Gaussian heights of rms value $\eta$ and a wave at angle $\theta$ to the normal, the fraction of flux reflected coherently into the specular direction is

$$p(\theta)=e^{-4k_z^2\eta^2}=\exp\left(-\frac{16\pi^2\eta^2\cos^2\theta}{\lambda^2}\right),\qquad k_z=k\cos\theta,\quad k=\frac{2\pi}{\lambda}.$$

Ziman's form is the case $\theta=0$; the $\cos^2\theta$ is Soffer's generalisation. The formula requires a correlation length $L$ with $kL\cos^2\theta\gg1$ and small slopes, $\eta\ll L$. In Fuchs–Sondheimer theory the wrong exponent overstates the conductivity loss by a factor that approaches $\pi$ for smooth walls and is about 2 in the example below, and a roughness fitted with it is too small by exactly $\sqrt\pi$.

I use Hartree atomic units ($\hbar=m_e=e=1$, lengths in bohr). The electron is free in $z>\zeta(\mathbf r)$, $\mathbf r=(x,y)$, and the wall is hard: $\psi=0$ on $z=\zeta$. The heights are jointly Gaussian with zero mean and correlation $C(r)=\langle\zeta(0)\zeta(\mathbf r)\rangle=\eta^2e^{-r^2/L^2}$.

### The specular amplitude

Above the roughness the wave is

$$\psi=e^{i\mathbf k_\parallel\cdot\mathbf r}\Big[e^{-ik_zz}+A_0e^{ik_zz}+\sum_{\mathbf q\neq0}A_{\mathbf q}e^{i\mathbf q\cdot\mathbf r+i\gamma_{\mathbf q}z}\Big],\qquad \gamma_{\mathbf q}=\sqrt{k^2-|\mathbf k_\parallel+\mathbf q|^2},$$

with $\gamma_{\mathbf q}$ positive or positive imaginary. For a flat wall at height $\zeta$, the condition $e^{-ik_z\zeta}+A_0e^{ik_z\zeta}=0$ gives $A_0=-e^{-2ik_z\zeta}$. The phase is $2k_z\zeta$ because raising the mirror shortens both the incoming and the outgoing path by $\zeta\cos\theta$.

For a rough wall, use Green's identity with $w=e^{-i\mathbf k_\parallel\cdot\mathbf r-ik_zz}$. Both $w$ and $\psi$ obey $(\nabla^2+k^2)f=0$, so $\oint(w\,\partial\psi-\psi\,\partial w)\,dS=0$ over the region between the wall and a plane above it, with $\partial$ the outward derivative. Take an area $\mathcal A$ with periodic sides, whose contributions cancel. On the upper plane the terms with $\mathbf q\ne0$ integrate to zero. The incident term gives $(-ik_z+ik_z)e^{-2ik_zz}=0$, and the specular term gives $(ik_z+ik_z)A_0\mathcal A$. On the wall $\psi=0$ and the outward direction is $-\mathbf n$, where $\mathbf n\,dS=(-\nabla\zeta,1)\,d^2r$ points into the metal. Hence, exactly,

$$2ik_zA_0\mathcal A=\int w\,\partial_n\psi\,dS .$$

The tangent-plane (Kirchhoff) approximation treats each point as part of a flat mirror. At a flat mirror $\psi$ is the incident wave minus its image, so the values cancel and the normal derivatives add: $\partial_n\psi=2\,\partial_n\psi_{\rm inc}=2i(\mathbf k_{\rm in}\cdot\mathbf n)\psi_{\rm inc}$, with $\mathbf k_{\rm in}=(\mathbf k_\parallel,-k_z)$. Now $\mathbf k_{\rm in}\cdot\mathbf n\,dS=-(k_z+\mathbf k_\parallel\cdot\nabla\zeta)\,d^2r$, and on the wall $w\psi_{\rm inc}=e^{-2ik_z\zeta}$. Dividing by $2ik_z\mathcal A$,

$$A_0=-\frac1{\mathcal A}\int\Big(1+\frac{\mathbf k_\parallel\cdot\nabla\zeta}{k_z}\Big)e^{-2ik_z\zeta}\,d^2r=-\frac1{\mathcal A}\int e^{-2ik_z\zeta(\mathbf r)}\,d^2r .$$

The slope term drops because $\nabla\zeta\,e^{-2ik_z\zeta}=\nabla e^{-2ik_z\zeta}/(-2ik_z)$ is a total derivative.

### The phase variance

The phase $\varphi=-2k_z\zeta$ is Gaussian with variance $s^2=4k_z^2\eta^2$. Complete the square: $i\varphi-\varphi^2/2s^2=-(\varphi-is^2)^2/2s^2-s^2/2$. The shifted Gaussian integrates to one, since its integrand is entire and decays along horizontal lines, so

$$\langle e^{i\varphi}\rangle=e^{-s^2/2},\qquad \langle A_0\rangle=-e^{-2k_z^2\eta^2}.$$

The specular wave has the same $|k_z|$ as the incident one, so the flux fraction is the squared amplitude:

$$p=|\langle A_0\rangle|^2=e^{-s^2},\qquad s^2=4\Big(\frac{2\pi}{\lambda}\Big)^2\eta^2\cos^2\theta=\frac{16\pi^2\eta^2\cos^2\theta}{\lambda^2}.$$

Each $\pi$ comes from one power of $k=2\pi/\lambda$, and the variance holds two powers. The $\sqrt{2\pi}$ of the Gaussian cancels against its normalisation. This has the structure of a Debye–Waller factor for momentum transfer $2k_z$, and the probability is the squared amplitude; using the amplitude $e^{-s^2/2}$ itself would give $8\pi^2$, still with no third $\pi$.

Measuring roughness by the mean absolute height does not rescue $16\pi^3$. The mean absolute height is $\langle|\zeta|\rangle=2\int_0^\infty \zeta\,e^{-\zeta^2/2\eta^2}d\zeta/(\eta\sqrt{2\pi})=\eta\sqrt{2/\pi}$, so $\eta^2=(\pi/2)\langle|\zeta|\rangle^2$ and the exponent becomes $8\pi^3\langle|\zeta|\rangle^2/\lambda^2$, with prefactor 8. The form $16\pi^3$ needs a length equal to $\eta/\sqrt\pi$; half the mean absolute difference of two uncorrelated heights, $\tfrac12\sqrt2\,\eta\sqrt{2/\pi}$, happens to be one, but it is not the rms roughness.

On a finite patch $\langle|A_0|^2\rangle$ exceeds $p$. The difference $\zeta_1-\zeta_2$ of two heights a distance $r$ apart is Gaussian with variance $2[\eta^2-C(r)]$, so the same integral gives

$$\langle|A_0|^2\rangle=\frac1{\mathcal A}\int e^{-s^2[1-C(r)/\eta^2]}\,d^2r .$$

The integrand equals $p$ except where $r\lesssim L$, so the excess is of order $L^2/\mathcal A$. It is diffuse flux that happens to go the specular way. For a large area it vanishes, $A_0$ stops fluctuating, and $|A_0|^2=p$.

### A bound that does not use the tangent plane

Expand the wall condition in $\zeta=\sum\zeta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, assuming $k\eta\ll1$ and small slopes but nothing about $kL$. At order zero $A_0=-1$. At first order $e^{-ik_z\zeta}-e^{ik_z\zeta}\simeq-2ik_z\zeta$ must be cancelled by the scattered waves, so $A_{\mathbf q}=2ik_z\zeta_{\mathbf q}$. No current enters the wall. Averaged over the area, waves of different $\mathbf q$ do not interfere, a propagating wave carries normal flux $|A_{\mathbf q}|^2\gamma_{\mathbf q}$ against $k_z$ for the incident one, and a decaying wave carries none. Therefore $1-|A_0|^2=\sum|A_{\mathbf q}|^2\,\mathrm{Re}\,\gamma_{\mathbf q}/k_z$, and for a large area

$$1-p=4k_z\int W(\mathbf q)\,\mathrm{Re}\,\gamma_{\mathbf q}\,d^2q,\qquad \int W\,d^2q=\eta^2 .$$

Here $W\ge0$ is the roughness spectrum, the continuum limit of $\langle|\zeta_{\mathbf q}|^2\rangle$, and its normalisation is Parseval's theorem.

At normal incidence $\mathrm{Re}\,\gamma_{\mathbf q}=\mathrm{Re}\sqrt{k^2-q^2}\le k$. So to order $\eta^2$, and for any correlation function,

$$1-p\le4k^2\eta^2=16\pi^2\eta^2/\lambda^2 .$$

The $\pi^3$ form expands to $1-p=4\pi k^2\eta^2$ and violates this. To this order in $\eta$, finite correlation length lowers the exponent at normal incidence and cannot raise it.

For the Gaussian correlation, $W=(2\pi)^{-2}\int C\,e^{-i\mathbf q\cdot\mathbf r}d^2r=\eta^2(L^2/4\pi)e^{-q^2L^2/4}$, a Gaussian with $\overline{q_x^2}=\overline{q_y^2}=2/L^2$. With $\mathbf k_\parallel=k_x\hat{\mathbf x}$, write $\gamma=\sqrt{k_z^2-2k_xq_x-q^2}$ and expand to second order in $q$:

$$\gamma\simeq k_z-\frac{k_xq_x}{k_z}-\frac{q^2}{2k_z}-\frac{k_x^2q_x^2}{2k_z^3}.$$

The linear term averages to zero, and

$$1-p\simeq4k_z^2\eta^2\Big[1-\frac{2}{k_z^2L^2}-\frac{k_x^2}{k_z^4L^2}\Big].$$

The leading term is the expansion of $1-e^{-s^2}$, and the last term shows where the condition $kL\cos^2\theta\gg1$ comes from. In the opposite limit $kL\ll1$, $W\simeq\eta^2L^2/4\pi$ is constant over the disc of propagating waves, where $\int\gamma\,d^2K=\int_0^k2\pi K\sqrt{k^2-K^2}\,dK=2\pi k^3/3$. Then $1-p=\tfrac23\eta^2L^2k^3k_z$, linear in $\cos\theta$, and at $\theta=0$ this is $(kL)^2/6$ times $4k^2\eta^2$. Quadrature of $(1-p)/4k^2\eta^2$ at $\theta=0$ gives 0.1511, 0.7145, 0.9796 and 0.9945 for $kL=1,\,3,\,10,\,19.19$, rising toward one from below.

### Numerical solution of the wave problem

The model metal has chosen inputs roughly those of a good simple metal: $r_s=3$ bohr, so $n=3/4\pi r_s^3=0.008842$ bohr$^{-3}$, $k_F=(3\pi^2n)^{1/3}=0.63972$ bohr$^{-1}$ and $\lambda_F=9.8218$ bohr. With $\eta=0.6$ bohr,

$$a\equiv4k_F^2\eta^2=4\times0.40924\times0.36=0.58931,\qquad \pi a=1.85136 .$$

The $\pi^2$ formula at $0^\circ,45^\circ,75^\circ$ gives 0.55471, 0.74479, 0.96129, in agreement with direct quadrature of the phase average. For the wall with $L=30$ bohr used below, $k_FL\cos^2\theta$ is only 1.29 at $75^\circ$, so that last value lies outside the stated range of the formula. The $\pi^3$ form gives 0.15702, 0.39626, 0.88336.

The Schrödinger equation was solved for walls corrugated along $x$ by imposing $\psi=0$ on the full plane-wave expansion continued down to the wall (the Rayleigh hypothesis, which holds for slopes as small as these), projecting on Fourier components and solving the linear system, with flux conservation checked. For a sinusoid $\zeta=h\cos Gx$ the tangent-plane amplitude is minus the period average of $e^{-2ik_zh\cos Gx}$, which is $-J_0(2k_zh)$. With $h=0.8485$ bohr and period 300 bohr, $|A_0|^2$ is 0.52779 against $J_0^2=0.52759$ at $0^\circ$, and 0.73669 against 0.73618 at $45^\circ$. For a short period the flux formula has two terms with $|\zeta_{\pm G}|^2=h^2/4$, giving $k_zh^2(\gamma_++\gamma_-)$. With $h=0.05$ bohr, period 23 bohr and $20^\circ$, the wave solution has $1-|A_0|^2=1.5715\times10^{-3}$ against $1.5724\times10^{-3}$, while the long-period value $2k_z^2h^2=1.8068\times10^{-3}$ is too large, because here both side beams propagate and $\sqrt{k^2-K^2}$ is concave in $K$, so $\gamma_++\gamma_-<2k_z$.

For 300 Gaussian random walls with $L=30$ bohr ($k_FL=19.19$) and period 300 bohr:

| angle | $-\langle A_0\rangle$, wave | $\sqrt p$, $\pi^2$ | $\sqrt p$, $\pi^3$ |
|---|---|---|---|
| $0^\circ$ | $0.7326\pm0.0071$ | 0.7448 | 0.3963 |
| $45^\circ$ | $0.8610\pm0.0036$ | 0.8630 | 0.6295 |

At $0^\circ$ the mean lies 1.7 standard errors below the $\pi^2$ value. This is sampling scatter: wall by wall, the wave amplitude differs from that wall's own phase average by only $6.7\times10^{-4}$ on average ($1.5\times10^{-3}$ at $45^\circ$). The $\pi^3$ value is $(0.7326-0.3963)/0.0071\approx47$ standard errors away. The mean intensities, $0.6145\pm0.0088$ and $0.7882\pm0.0056$, follow the one-dimensional form of the finite-patch formula, $P^{-1}\int e^{-s^2[1-C(x)/\eta^2]}dx$ over the period $P$, whose excess is of order $L/P$ (0.6269 and 0.7881), and exceed $p$, as they should.

### Film conductivity

Take a film $0<z<d$ with $d\gg\lambda_F$, a spherical Fermi surface, a degenerate gas, relaxation time $\tau$, mean free path $\ell=v_F\tau$ and a field $E$ along $x$. The force on an electron is $-E$, so the linearised Boltzmann equation is $v_z\partial_z\delta f-Ev_x\,\partial f_0/\partial\varepsilon=-\delta f/\tau$. Set $\delta f=\tau Ev_x(\partial f_0/\partial\varepsilon)\,g$ and $u=\cos\theta>0$. For electrons moving up, $v_z\tau=u\ell$ and

$$u\ell\,\partial_zg_++g_+=1\quad\Rightarrow\quad g_+=1-Be^{-z/u\ell}.$$

For two equal walls, symmetry gives $g_-(z)=g_+(d-z)$ for electrons moving down. The Fuchs condition assumes that a fraction $p(u)$ keeps $v_x$ and the rest leaves with no memory of the drift: $g_+(0)=p\,g_-(0)=p\,g_+(d)$. With $\kappa=d/\ell$ and $D=e^{-\kappa/u}$, this reads $1-B=p(1-BD)$, so $B=(1-p)/(1-pD)$. The average over $z$ is $\bar g=1-B(u/\kappa)(1-D)$.

The current is $j=-2\int v_x\,\delta f\,d^3k/(2\pi)^3$, which weights $g$ with $v_x^2\propto(1-u^2)\cos^2\phi$. The bulk has $g=1$ and $\int_0^1(1-u^2)du=2/3$, with $\sigma_0=n\tau=n\ell/k_F$ because $v_F=k_F$. Thus $\sigma/\sigma_0=\tfrac32\int_0^1(1-u^2)\bar g\,du$, or

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{2\kappa}\int_0^1(u-u^3)\,\frac{(1-p)(1-D)}{1-pD}\,du,\qquad p=e^{-au^2}.$$

The roughness enters only through $a$. The $\pi^3$ form replaces $a$ by $\pi a$, so matching the same $\sigma$ requires $\pi\eta_{\rm fit}^2=\eta^2$, that is $\eta_{\rm fit}=\eta/\sqrt\pi$, at every thickness.

For a thick film $D\to0$. Since $\int_0^1(u-u^3)du=1/4$,

$$\frac\sigma{\sigma_0}=1-\frac{3}{8\kappa}(1-p_{\rm eff}),\qquad p_{\rm eff}=4\int_0^1(u-u^3)e^{-au^2}du=2\int_0^1(1-t)e^{-at}dt,$$

with $t=u^2$. Using $\int_0^1e^{-at}dt=(1-e^{-a})/a$ and, by parts, $\int_0^1te^{-at}dt=(1-e^{-a})/a^2-e^{-a}/a$, the difference is $1/a-(1-e^{-a})/a^2$, so

$$p_{\rm eff}=\frac{2(a-1+e^{-a})}{a^2}.$$

For large $a$, $p_{\rm eff}\simeq2/a\to0$ and both exponents give the diffuse result $3/8\kappa$; grazing electrons make the approach slow. For small $a$ at any fixed $\kappa$, $1-p\simeq au^2$ and $1-pD\simeq1-D$ cancels the numerator, leaving a loss $(3a/2\kappa)\int_0^1(u^3-u^5)du=(3a/2\kappa)(1/4-1/6)=a/8\kappa$. It is linear in $a$, so $\pi^3$ overstates it by $\pi$; quadrature at $a=10^{-4}$, $\kappa=0.5$ gives the ratio 3.1411.

### Worked example

Choose $\ell=600$ bohr and $d=300$ bohr, so $\kappa=0.5$ and $\sigma_0=0.008842\times600/0.63972=8.293$ a.u.; with 1 a.u. $=4.5998\times10^6$ S/m this is $3.815\times10^7$ S/m. The integral was done by adaptive quadrature and checked in two ways: by summing the bounce series $g_+=1-(1-p)\sum_jp^je^{-(z+jd)/u\ell}$ over $z$ and $u$, and by Monte Carlo over trajectories, using the fact that $g$ is the mean path, in units of $\ell$, back to the last bulk collision or diffuse reflection. "Constant" means that the normal-incidence $p$ is used at all angles.

| form of $p$ | $\sigma/\sigma_0$ | Monte Carlo | $\rho/\rho_0$ |
|---|---|---|---|
| $\pi^2$, $\cos^2\theta$ | 0.89629 | $0.8959\pm0.0011$ | 1.11571 |
| $\pi^3$, $\cos^2\theta$ | 0.78945 | $0.7897\pm0.0011$ | 1.26670 |
| $\pi^2$, constant | 0.73746 | $0.7370\pm0.0009$ | 1.35600 |
| $\pi^3$, constant | 0.57514 | $0.5753\pm0.0008$ | 1.73871 |

The correct exponent gives $\sigma=0.89629\times8.2930=7.4329$ a.u. and the wrong one 6.5469 a.u. The loss ratio is $(1-0.78945)/(1-0.89629)=0.21055/0.10371=2.030$. Dropping $\cos^2\theta$ does more damage here than the extra $\pi$, because the current is carried mostly by electrons at large $\theta$, which see a smoother wall. Both mistakes together give 0.57514, close to the fully diffuse value 0.52188. Fitting the correct conductivity with the $\pi^3$ form by root finding returns $\eta=0.33851$ bohr, which is $0.6/\sqrt\pi$.

| $d$ (bohr) | $\kappa$ | $\sigma/\sigma_0$, $\pi^2$ | $\sigma/\sigma_0$, $\pi^3$ | loss ratio |
|---|---|---|---|---|
| 60 | 0.10 | 0.72175 | 0.56938 | 1.5476 |
| 150 | 0.25 | 0.83211 | 0.69741 | 1.8023 |
| 300 | 0.50 | 0.89629 | 0.78945 | 2.0301 |
| 600 | 1.00 | 0.94096 | 0.86775 | 2.2399 |
| 3000 | 5.00 | 0.98721 | 0.96916 | 2.4117 |

In the thick limit $p_{\rm eff}=2(0.58931-1+0.55471)/0.58931^2=0.82940$, and 0.58840 for $\pi a$, so the ratio tends to $0.41160/0.17060=2.4127$, short of $\pi$ because $a$ is not small. At $\kappa=5$ the limit gives $1-(3/40)(0.17060)=0.9872$, matching the table. The ratio falls in thin films because the denominator $1-pD=(1-D)+D(1-p)$ grows with $1-p$ when $D$ is near one: an electron that has just lost its drift at one wall has little left to lose at the next. The 60 bohr film is only about six wavelengths thick, so size quantisation, which the Boltzmann equation omits, is no longer safely negligible there.

### What the corrected formula still does not give

The quantity $p$ measures loss of coherent specular flux, whereas the Fuchs condition treats all other flux as stripped of drift. For long $L$ that is false, because the diffuse lobe hugs the specular direction. A wave scattered by $\mathbf q$ loses parallel momentum $-q_x$ and carries flux weight $4k_zW\gamma_{\mathbf q}$. The constant term of $\gamma$ averages to zero against $q_x$, and the linear term $-k_xq_x/k_z$ gives the fractional loss per bounce

$$\frac{1}{k_x}\,4k_z\int W\,\frac{k_xq_x^2}{k_z}\,d^2q=4\langle(\partial_x\zeta)^2\rangle=\frac{8\eta^2}{L^2},$$

since $\int q_x^2W\,d^2q$ is the mean square slope $2\eta^2/L^2$. The expansion of $\gamma$ again needs $kL\cos^2\theta\gg1$; near grazing incidence this value fails, and the loss goes to zero with the prefactor $k_z$. Quadrature of the full integrand at $45^\circ$ gives $8.0788\times10^{-4}$ for $L=60$ bohr and $2.0048\times10^{-4}$ for $L=120$ bohr, against $8.0000\times10^{-4}$ and $2.0000\times10^{-4}$. The wave solutions for the random walls at $45^\circ$ give a loss of 0.00333, near $8\times0.36/900=0.00320$, while $1-p=0.2552$ is roughly 80 times larger.

So the two ingredients pull against each other: the exponent holds for $kL\gg1$, and complete loss of drift is plausible only when $W$ spreads over the whole propagating disc, $kL\lesssim1$, where the tangent-plane exponent no longer applies: for $kL\ll1$ the loss $1-p$ is $(kL)^2/(6\cos\theta)$ times $s^2$, smaller at most angles but larger near grazing incidence, where $\cos\theta<(kL)^2/6$. The film tables show what the extra $\pi$ does inside the Fuchs–Sondheimer model; for a wall with $L=30$ bohr even the $\pi^2$ rows overstate the true loss, and by far more than the extra $\pi$ does: putting the drift loss per bounce $8\eta^2/L^2=0.0032$ in place of $1-p$ in the film integral, where $1-pD\simeq1-D$ then cancels, gives a loss of about $(3/8\kappa)\times0.0032\approx0.002$ at $\kappa=0.5$, against 0.104 in the table. A fitted $\eta$ is therefore an effective parameter. Beyond order $\eta^2$ the Gaussian form also fails for non-Gaussian heights. The tangent-plane result is then $p=|\langle e^{-2ik_z\zeta}\rangle|^2$ taken over the actual distribution (the sinusoid's $J_0^2$ is an example; two equally weighted terrace levels $\pm\eta$ give $\cos^2 2k_z\eta$, which is 0.518 against 0.555 at normal incidence for the values above). For terraces this holds only when they are many wavelengths wide, because the steps themselves are not small slopes. The formula fails as well near grazing incidence, where $kL\cos^2\theta\gg1$ breaks down; shadowing of one part of the wall by another needs slopes above $\cot\theta$, so with the rms slope $\sqrt2\,\eta/L=0.028$ of the wall used here it sets in only within a few degrees of grazing, well after that condition is lost.

## Numbers as computed

```
inputs (bohr): rs=3.0 l=600.0 eta=0.6 L=30.0 d=300.0 period=300.0
n = 0.008842 bohr^-3, kF = 0.63972 bohr^-1, lambdaF = 9.8218 bohr
eta/lambda = 0.06109, kF L = 19.19, kappa = 0.500
sigma0 = 8.2930 a.u.; 1 a.u. = 4.5998e+06 S/m; sigma0 = 3.815e+07 S/m
exponent a: pi^2 form 0.58931, pi^3 form 1.85136
theta=0 deg: p quadrature 0.55471, pi^2 0.55471, pi^3 0.15702
theta=45 deg: p quadrature 0.74479, pi^2 0.74479, pi^3 0.39626
theta=75 deg: p quadrature 0.96129, pi^2 0.96129, pi^3 0.88336
mean |zeta| = 0.47873 bohr, 8 pi^3 <|zeta|>^2/lambda^2 = 0.58931
sinusoid h=0.8485 bohr, 0 deg: |A0|^2 wave 0.52779, J0^2 0.52759
sinusoid h=0.8485 bohr, 45 deg: |A0|^2 wave 0.73669, J0^2 0.73618
sinusoid h=0.05, period=23.0 bohr, 20 deg: 1-|A0|^2 = 1.5715e-03
  second order 1.5724e-03, long-period 2 kz^2 h^2 = 1.8068e-03
300 random walls, 0 deg: -<A0> = 0.7326 +- 0.0071
  sqrt(p): pi^2 0.7448, pi^3 0.3963; mean |wave - phase avg| 6.7e-04
  <|A0|^2> wave 0.6145 +- 0.0088, finite-patch formula 0.6269
300 random walls, 45 deg: -<A0> = 0.8610 +- 0.0036
  sqrt(p): pi^2 0.8630, pi^3 0.6295; mean |wave - phase avg| 1.5e-03
  <|A0|^2> wave 0.7882 +- 0.0056, finite-patch formula 0.7881
  momentum loss per bounce 0.00333, 4<slope^2> 0.00321
  8 eta^2/L^2 = 0.00320, 1-p = 0.2552
factor at kL=1,3,10,19.19: 0.1511 0.7145 0.9796 0.9945
2D roughness L=60.0 bohr, 45 deg: loss 8.0788e-04, 8 eta^2/L^2 8.0000e-04
2D roughness L=120.0 bohr, 45 deg: loss 2.0048e-04, 8 eta^2/L^2 2.0000e-04
pi^2 cos^2: sigma/sigma0 0.89629 (MC 0.8959+-0.0011), sigma 7.4329 a.u., rho/rho0 1.11571
pi^3 cos^2: sigma/sigma0 0.78945 (MC 0.7897+-0.0011), sigma 6.5469 a.u., rho/rho0 1.26670
pi^2 const: sigma/sigma0 0.73746 (MC 0.7370+-0.0009), sigma 6.1157 a.u., rho/rho0 1.35600
pi^3 const: sigma/sigma0 0.57514 (MC 0.5753+-0.0008), sigma 4.7696 a.u., rho/rho0 1.73871
thick film p_eff: pi^2 0.82940, pi^3 0.58840; (1-p_eff) ratio 2.4127
fully diffuse walls, d=300.0 bohr: sigma/sigma0 0.52188
loss ratio pi^3/pi^2 at a=1e-4: 3.1411
d(bohr) kappa  s/s0(pi^2) s/s0(pi^3) loss ratio
    60   0.10   0.72175   0.56938    1.5476
   150   0.25   0.83211   0.69741    1.8023
   300   0.50   0.89629   0.78945    2.0301
   600   1.00   0.94096   0.86775    2.2399
  3000   5.00   0.98721   0.96916    2.4117
eta fitted with pi^3: 0.33851 bohr; eta/sqrt(pi) = 0.33851 bohr
```
